\section*{Thermal height variance of a harmonic membrane under tension}

\section{What dimensions and symmetry fix}

A nearly flat membrane has height $h(\mathbf r)$ above a reference plane. It resists bending with rigidity $\kappa$ (an energy) and is held at tension $\tau$ (a force per length, or energy per area). We want the thermal variance $\langle h^2\rangle$ at one point, counting waves with wavevector $q>q_0$.

Moving the whole membrane up or down costs no energy, so the energy depends on derivatives of $h$ only. In the harmonic approximation it is quadratic in $h$. Writing $h=\sqrt{kT}\,u$ then removes the temperature from the Boltzmann factor, so $\langle h^2\rangle\propto kT$. The remaining quantities are $\kappa$, $\tau$ and $q_0$. The ratio $kT/\tau$ is a length squared, and the only dimensionless group free of $kT$ is $\tau/(\kappa q_0^2)$. Hence
\begin{equation}
\langle h^2\rangle=\frac{kT}{\tau}\,F(x),\qquad x=\frac{\tau}{\kappa q_0^2}.
\end{equation}
A finite variance at zero tension requires $F\propto x$ for small $x$. The derivation below gives $F(x)=\ln(1+x)/(4\pi)$.

\section{Energy of the modes}

For small slopes, $|\nabla h|\ll1$, the energy is
\begin{equation}
H=\frac12\int\left[\kappa(\nabla^2h)^2+\tau|\nabla h|^2\right]d^2r .
\label{eq:H}
\end{equation}
The tension is a fixed number, not altered by the fluctuations. A plate also has an energy proportional to Gaussian curvature, but at this order it is a boundary term, which vanishes for periodic or clamped edges.

Take a periodic square of side $L$ and area $A=L^2$, and write
\begin{equation}
h(\mathbf r)=\sum_{\mathbf q\ne0}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r},\qquad h_{-\mathbf q}=h_{\mathbf q}^* ,
\end{equation}
with $\mathbf q=(2\pi/L)(n_x,n_y)$. The second relation makes $h$ real. The term $\mathbf q=0$ is uniform translation and is excluded. Each gradient brings down a factor $i\mathbf q$, so
\begin{align}
\int|\nabla h|^2d^2r
&=\sum_{\mathbf q,\mathbf q'}(-\mathbf q\cdot\mathbf q')\,h_{\mathbf q}h_{\mathbf q'}\int e^{i(\mathbf q+\mathbf q')\cdot\mathbf r}d^2r\nonumber\\
&=A\sum_{\mathbf q}q^2|h_{\mathbf q}|^2 ,
\end{align}
because the last integral is $A$ for $\mathbf q'=-\mathbf q$ and zero otherwise. In the bending term the factor is $(-q^2)(-q'^2)=q^4$. Therefore
\begin{equation}
H=\frac A2\sum_{\mathbf q}\varepsilon_q|h_{\mathbf q}|^2,\qquad \varepsilon_q=\kappa q^4+\tau q^2 .
\end{equation}

\section{Equipartition and the mode sum}

The amplitudes at $\mathbf q$ and $-\mathbf q$ are not independent. Write $h_{\mathbf q}=a+ib$. The two equal terms of the pair cancel the factor $\tfrac12$, and the pair has energy $A\varepsilon_q(a^2+b^2)$. The Boltzmann weight is a Gaussian in $a$ and $b$, with
\begin{equation}
\langle a^2\rangle=\langle b^2\rangle=\frac{kT}{2A\varepsilon_q},\qquad\langle ab\rangle=0 .
\end{equation}
Adding the two parts gives
\begin{equation}
\langle|h_{\mathbf q}|^2\rangle=\frac{kT}{A(\kappa q^4+\tau q^2)} .
\label{eq:mode}
\end{equation}
Different pairs are uncorrelated. Within a pair, $\langle h_{\mathbf q}^2\rangle=\langle a^2\rangle-\langle b^2\rangle+2i\langle ab\rangle=0$. In $\langle h^2(\mathbf r)\rangle$ only the products $h_{\mathbf q}h_{-\mathbf q}$ survive. Their phases cancel, so the variance is the same at every point:
\begin{equation}
\langle h^2\rangle=\sum_{\mathbf q}\frac{kT}{A(\kappa q^4+\tau q^2)} .
\label{eq:sum}
\end{equation}

\section{The integral}

Each mode occupies an area $(2\pi/L)^2$ of wavevector space. If $q_0\gg2\pi/L$ and $\tau\ge0$, the summand changes little between neighbouring modes, and $\sum_{\mathbf q}\to A\int d^2q/(2\pi)^2$. This is the sense in which the membrane is large. With $d^2q=2\pi q\,dq$ and an upper cutoff $\Lambda$,
\begin{equation}
\langle h^2\rangle=\frac{kT}{2\pi}\int_{q_0}^{\Lambda}\frac{dq}{q(\kappa q^2+\tau)} .
\end{equation}
Since $\tau=(\kappa q^2+\tau)-\kappa q^2$,
\begin{equation}
\frac1{q(\kappa q^2+\tau)}=\frac1\tau\left[\frac1q-\frac{\kappa q}{\kappa q^2+\tau}\right].
\end{equation}
An antiderivative is
\begin{align}
\frac1\tau\left[\ln q-\frac12\ln(\kappa q^2+\tau)\right]
&=\frac1{2\tau}\ln\frac{q^2}{\kappa q^2+\tau}\nonumber\\
&=-\frac1{2\tau}\left[\ln\kappa+\ln\left(1+\frac{\tau}{\kappa q^2}\right)\right].
\end{align}
The constant $\ln\kappa$ cancels between the limits, leaving
\begin{equation}
\langle h^2\rangle=\frac{kT}{4\pi\tau}\left[\ln\left(1+\frac{\tau}{\kappa q_0^2}\right)-\ln\left(1+\frac{\tau}{\kappa\Lambda^2}\right)\right].
\label{eq:cut}
\end{equation}
The second logarithm vanishes as $\Lambda\to\infty$, and
\begin{equation}
\boxed{\;\langle h^2\rangle=\frac{kT}{4\pi\tau}\ln\left(1+\frac{\tau}{\kappa q_0^2}\right)\;}
\label{eq:main}
\end{equation}

Direct numerical summation of Eq.~(\ref{eq:sum}) over $q>q_0$ gives examples of the error. The sum changes in jumps as $q_0$ passes allowed wavevectors, so the sign and exact size of the difference belong to the chosen cutoffs. With $\sqrt{\tau/\kappa}=2q_0$, the sum lies $4.2\%$ below the integral when $q_0$ is 4.5 mode spacings, and $0.16\%$ below it when $q_0$ is 40.5 spacings.

\section{Limits and the crossover length}

Bending and tension contribute equally to $\varepsilon_q$ at $q=1/\ell$, where $\ell=\sqrt{\kappa/\tau}$.

\paragraph{Strong tension, $\ell q_0\ll1$.} The 1 in the logarithm can be dropped:
\begin{equation}
\langle h^2\rangle\simeq\frac{kT}{2\pi\tau}\ln\frac1{\ell q_0}.
\label{eq:strong}
\end{equation}
For $q$ well below $1/\ell$ the integrand is close to $1/(\tau q)$, so equal ratios of wavelength contribute nearly equally. Bending ends this range gradually: at $q=1/\ell$ the integrand has fallen to half of $1/(\tau q)$. Setting $\Lambda=1/\ell$ in Eq.~(\ref{eq:cut}) shows that waves with $q<1/\ell$ carry the fraction $1-\ln2/\ln(1+x)$ of the variance.

\paragraph{Zero tension.} Using $\ln(1+x)\simeq x$,
\begin{equation}
\langle h^2\rangle\to\frac{kT}{4\pi\kappa q_0^2}.
\end{equation}
If $q_0\propto1/L$, the variance now grows as $L^2$, against $\ln L$ under strong tension.

\paragraph{Compression.} For $\tau<0$ the integral still converges if $\kappa q_0^2+\tau>0$. The logarithm and the prefactor are then both negative, and the variance is positive. It diverges as $\tau\to-\kappa q_0^2$, where the stiffness of the longest wave vanishes and the flat state buckles. Close to this point the few longest waves dominate, and the integral no longer represents the mode sum. For example, put $q_0$ exactly 40 mode spacings from zero and count the twelve modes with $q=q_0$ in the sum. The sum is then $6\%$ above the integral at $\tau=-0.99\,\kappa q_0^2$ and 3.6 times as large at $\tau=-0.9999\,\kappa q_0^2$. Those twelve modes supply most of the excess: without them the sum is only about $1\%$ above the integral in both cases. The harmonic theory fails before that point, because the growing slopes bring in stretching energy.

\section{When the membrane's own size sets the cutoff}

If no separate $q_0$ exists, the longest waves are limited by the size of the membrane. The sum is then not an integral at its lower end. Under strong tension, the case treated in this section, the logarithm survives, but the number $c$ in $q_0=c/L$ depends on shape and edge conditions.

For a periodic square, summing all nonzero modes numerically and solving Eq.~(\ref{eq:main}) for $q_0$ gives $q_0=0.663\,(2\pi/L)$, both for $L/(2\pi\ell)=20$ and for 50. Using $2\pi/L$ instead would lower the logarithm in Eq.~(\ref{eq:strong}) by $-\ln0.663=0.41$.

For the centre of a circular drum of radius $R$ the number can be found analytically. Add a force $f$ at the centre, so that the energy becomes $H-fh(0)$, with partition function $Z(f)$. Then $\langle h(0)\rangle=kT\,\partial\ln Z/\partial f$, and a second derivative gives
\begin{equation}
\frac{\partial\langle h(0)\rangle}{\partial f}=\frac{\langle h(0)^2\rangle-\langle h(0)\rangle^2}{kT}.
\end{equation}
For a quadratic energy the mean is the static deflection. At $f=0$ the variance is therefore $kT$ times the central deflection per unit central force. Minimizing $H-h(0)$ gives
\begin{equation}
\kappa\nabla^4h-\tau\nabla^2h=\delta(\mathbf r).
\end{equation}
Two known solutions build the answer: $-\nabla^2[-\ln(r/R)/2\pi]=\delta$ and $(-\nabla^2+\ell^{-2})[K_0(r/\ell)/2\pi]=\delta$. Call the brackets $G_1$ and $G_2$. The left-hand operator is $\tau(1-\ell^2\nabla^2)(-\nabla^2)$. Acting on $G_1/\tau$ it gives $\delta-\ell^2\nabla^2\delta$; on $G_2/\tau$ it gives $-\ell^2\nabla^2\delta$. The difference is $\delta$. Adding the regular solutions of the homogeneous equation,
\begin{equation}
h=\frac1{2\pi\tau}\left[-\ln\frac rR-K_0\!\left(\frac r\ell\right)+\alpha I_0\!\left(\frac r\ell\right)+\beta\right].
\end{equation}
For small argument $K_0(z)\simeq-\ln(z/2)-\gamma$, with Euler's constant $\gamma$. The terms in $\ln r$ cancel, and
\begin{equation}
h(0)=\frac1{2\pi\tau}\left[\ln\frac R{2\ell}+\gamma+\alpha+\beta\right].
\end{equation}
A clamped edge has $h(R)=0$ and $h'(R)=0$. With $\rho=R/\ell$ these conditions give
\begin{equation}
\alpha=\frac{1/\rho-K_1(\rho)}{I_1(\rho)},\qquad \beta=K_0(\rho)-\alpha I_0(\rho).
\end{equation}
For $\rho\gg1$ the functions $K_0$ and $K_1$ are exponentially small, $I_0$ and $I_1$ are exponentially large, and $I_0/I_1\to1$. Thus $\alpha\to0$, $\beta\to-1/\rho$, and
\begin{equation}
\langle h(0)^2\rangle\simeq\frac{kT}{2\pi\tau}\left[\ln\frac R{2\ell}+\gamma-\frac\ell R\right].
\label{eq:drum}
\end{equation}
Comparing the leading terms with Eq.~(\ref{eq:strong}) gives
\begin{equation}
q_0=\frac{2e^{-\gamma}}R=\frac{1.123}R .
\end{equation}
This value belongs to the centre. At the rim the height is fixed and the variance is zero.

\section{When stretching matters}

The harmonic model neglects the stretching that accompanies a slope. The slope variance has an extra factor $q^2$ in the integrand:
\begin{align}
\langle|\nabla h|^2\rangle&=\frac{kT}{2\pi}\int_{q_0}^{\Lambda}\frac{q\,dq}{\kappa q^2+\tau}\nonumber\\
&=\frac{kT}{4\pi\kappa}\ln\frac{\kappa\Lambda^2+\tau}{\kappa q_0^2+\tau}.
\end{align}
Here $\Lambda$ must stay finite. For a plate of thickness $t$ we take $\Lambda=\pi/t$ as a rough upper limit. Thin-plate theory is already inaccurate there: compared with an isotropic elastic layer, with $h$ taken as the mean height of its two faces, it overestimates the bending stiffness by $21\%$ at $q=1/t$ and nearly fourfold at $q=\pi/t$.

A slope $\partial_xh$ lengthens a line element by the fraction $\frac12(\partial_xh)^2$. In a rigid frame the mean strain per direction is therefore $\frac14\langle|\nabla h|^2\rangle$. Equal strain $\epsilon$ in both directions obeys $\epsilon=\sigma(1-\nu)/E$, with Young modulus $E$, Poisson ratio $\nu$ and stress $\sigma$. The added tension is
\begin{equation}
\Delta\tau=\frac{Et}{1-\nu}\,\frac{\langle|\nabla h|^2\rangle}4 .
\end{equation}
Non-uniform stretching is not included in this estimate, but its scale follows from units. Measure lengths in $\ell$ and heights in $\sqrt{kT/\tau}$. The quadratic part of $H/kT$ then has coefficients of order one, while the stretching energy, of order $Et|\nabla h|^4$ per area, acquires the coefficient
\begin{equation}
g=\frac{Et}{kT}\,\ell^2\left(\frac{kT}{\tau\ell^2}\right)^2=\frac{kT\,Et}{\kappa\tau}.
\end{equation}
When tension dominates at $q_0$, the harmonic result is safe for $g\ll1$. Units do not fix the numerical factor, and it is small: to first order, non-uniform stretching lowers the variance by a fraction of about $0.005\,g$ when $x\approx2450$. When bending dominates there, the natural length is $1/q_0$ and the natural height is $\sqrt{kT/(\kappa q_0^2)}$. The same steps then give the sufficient condition $kT\,Et/(\kappa^2q_0^2)\ll1$; at zero tension the first-order fractional drop of the variance is about $0.02$ times this number.

\section{Example: a gold drum resonator}

Take a gold film clamped to a silicon frame, with rough typical values: $t=20$~nm, $R=10~\mu$m, film stress 100~MPa, $E=80$~GPa, $\nu=0.42$, density $19300~\mathrm{kg/m^3}$ and $T=300$~K, so that $kT=25.85$~meV.

The tension is stress times thickness, $\tau=2.00$~N/m. Film stress here means the total in-plane force per width divided by thickness, with the surface stress of both faces included. In so thin a film that surface part can be comparable with the whole tension used here, so a stress value for the interior alone would not suffice. For the rigidity, bend the film to curvature $C$ in one direction. The strain at height $z$ from the midplane has magnitude $zC$, and with no strain in the other direction the stress is $E/(1-\nu^2)$ times the strain. Integrating the energy density over the thickness and equating it to $\frac12\kappa C^2$ gives
\begin{equation}
\kappa=\frac{E}{1-\nu^2}\int_{-t/2}^{t/2}z^2dz=\frac{Et^3}{12(1-\nu^2)}=404~\mathrm{keV}.
\end{equation}
Hence $\ell=\sqrt{\kappa/\tau}=180$~nm and $R/\ell=55.6$, well inside the strong-tension regime. The cutoff is $q_0=1.123/R=0.112~\mu\mathrm m^{-1}$, so $\tau/(\kappa q_0^2)=2449$ and
\begin{equation}
\langle h^2\rangle=164.8~\mathrm{pm^2}\times\ln(2450)=164.8\times7.804~\mathrm{pm^2}=1286~\mathrm{pm^2}.
\end{equation}
The rms height at the centre is 36~pm, or 0.036~nm. The full clamped solution gives a variance $0.47\%$ lower, in line with the $-\ell/R$ term of Eq.~(\ref{eq:drum}).

Waves with $q<1/\ell$ carry $91\%$ of the variance. The lowest drum mode alone carries much less. For an idealized hinged edge, where $h$ and $\nabla^2h$ are set to zero at $R$, its shape is $J_0(k_1r)$ with $k_1R=2.405$. (On a curved edge the bending moment of a real hinge also involves $\nu$; this matters little here because $R\gg\ell$.) The integral of its square is $\pi R^2J_1^2(k_1R)$, so equipartition gives its central variance as
\begin{equation}
\frac{kT}{\pi R^2J_1^2(k_1R)\,(\kappa k_1^4+\tau k_1^2)},
\end{equation}
which is $33\%$ of the hinged total. Its frequency, $\sqrt{(\kappa k_1^4+\tau k_1^2)/m}/2\pi$ with mass per area $m$, is 2.76~MHz. Clamping the edge raises the frequency by about $2\%$ and leaves the share at $33\%$. A measurement confined to this resonance would see about $\sqrt{0.33}\times36\approx21$~pm.

Several neglected effects are small here. Within thin-plate theory, stopping the modes at $\pi/t$ lowers the variance by $0.016\%$, and the rms slope up to that cutoff is $1.8\times10^{-4}$, which gives $\Delta\tau/\tau=1.2\times10^{-5}$. Using the lower stiffness of an elastic layer for the short waves, with the same cutoff and $h$ again the mean height of the two faces, raises the variance by about $0.2\%$, the slope to $2.1\times10^{-4}$ and $\Delta\tau/\tau$ to $1.6\times10^{-5}$. These layer figures depend on the cutoff. For $qt\gg1$ the stiffness of the layer grows only as $q$, so the added variance grows linearly with the cutoff and the slope variance as its cube. At $10\pi/t$ the three numbers become $0.9\%$, $2.9\times10^{-3}$ and $3\times10^{-3}$, and a cutoff at the atomic spacing, $\pi/(0.29~\mathrm{nm})$, adds about $5\%$ to the variance. Such short waves are vibrations of the faces rather than bending of the film, and the membrane model is not meant for them. The nonlinear coefficient is $g=5.1\times10^{-5}$. At $q=\pi/t$ the ratio $\hbar\omega/kT$ is $8\times10^{-3}$, and it is smaller for longer waves, so classical statistics suffices.

\paragraph{The model and a real film.} The input values are rough, and 20~nm is thin for a free-standing gold film of this span. Film stress depends strongly on preparation. Gold crystals are elastically anisotropic, so the effective stiffness depends on grain orientation. Changing $\kappa$ by a factor 1.5 either way, with $\tau$ and $q_0$ fixed, moves the variance by only $5\%$, since $\kappa$ enters through the logarithm. The more serious assumption is fixed tension. Gold expands more than silicon, by roughly 11~ppm/K. If film and frame warm together by 10~K, without creep, the film loses $E/(1-\nu)\times1.1\times10^{-4}=15$~MPa of its 100~MPa. With $\kappa$ and $q_0$ fixed, the model variance then rises by $19\%$, mostly through the lost tension; the higher temperature itself supplies about $3\%$. These figures treat gold as isotropic. With typical single-crystal elastic constants, a film whose (111) planes lie parallel to the surface loses about 21~MPa and its variance rises by about $27\%$; for (100) planes the numbers are about 9~MPa and $12\%$. Creep of the gold would lower the tension further. Static grain roughness is a separate contribution to the height and is not part of this thermal variance.

The sensitivity to tension follows from Eq.~(\ref{eq:main}) at fixed $kT$, $\kappa$ and $q_0$:
\begin{equation}
\frac{d\ln\langle h^2\rangle}{d\ln\tau}=-1+\frac{x}{(1+x)\ln(1+x)} .
\end{equation}
For $x=2449$ this is $-0.87$. Under those fixed conditions, a $1\%$ increase of tension lowers the variance of this drum by about $0.87\%$.

All numerical values are calculated from the stated model.
